Zero-flux vacancy profile under combined Fickian and Soret transport

Q: An oxide memory cell is heated in the middle, and I am told that its oxygen vacancies then move even if their density is uniform. Fick's law gives no flux without a density gradient. What else pushes them?

A: The hop rates differ. Take planes of sites a distance a apart along x, and let n be the number of vacancies per volume, so a plane holds na per area. Consider neighbouring planes at x − a/2 and x + a/2, with temperatures T₋ and T₊, and a saddle between them at T. Suppose the barrier E is supplied in three parts: H₁ at the start site, H₂ at the saddle and H₃ at the end site, with E = H₁ + H₂ + H₃. This split is a model of activation. The rates to the right and to the left are

w→ = ν exp[−(H₁/T₋ + H₂/T + H₃/T₊)/k]

w← = ν exp[−(H₁/T₊ + H₂/T + H₃/T₋)/k]

where ν is the attempt frequency. The net flux to the right is

J = a(n₋w→ − n₊w←).

Now expand to first order in a, with a prime for d/dx:

n± = n ± an′/2,  1/T± = 1/T ∓ aT′/(2T²).

In w→ the H₁ and H₃ corrections enter with opposite signs; in w← they are interchanged. With w = ν exp(−E/kT) this gives

w→ = w(1 − ε),  w← = w(1 + ε),  ε = (H₁ − H₃)aT′/(2kT²).

Inserting these,

J = aw[(n − an′/2)(1 − ε) − (n + an′/2)(1 + ε)]
 = aw[−an′ − 2nε],

because the products of n′ and ε cancel. Therefore

J = −D n′ − D S n T′,
D = a²ν exp(−E/kT),
S = Q*/(kT²),  Q* = H₁ − H₃.

The first term is Fickian, the second is the Soret term. S is the Soret coefficient, in 1/K, and Q* is the heat of transport. The minus sign before the Soret term is my convention. If the term is written with a plus, S changes sign and so does every rule stated in terms of it.

Q: You dropped higher orders. Is that safe when the temperature changes over nanometres?

A: Replacing a by −a exchanges the two planes and reverses the prefactor, so J is even in a. The next correction is therefore smaller by a factor of order a², not a. What must be small is the change per hop. For a = 0.3 nm and a gradient of 34 K/nm, the temperature changes by about 10 K per hop. With |S| = 0.0097 1/K, the value at 600 K for |Q*| = 0.3 eV, |ε| = |S|aT′/2 ≈ 0.05.

Q: Vacancies hop slowly in the cold. Surely they pile up there whatever S is, as cars do on a slow road?

A: That holds if the whole barrier is supplied at the start site. Then H₁ = E, and since dD/dT = D E/(kT²) for constant a and ν, DS = dD/dT and

J = −(D n′ + n D′) = −(Dn)′.

Zero flux then gives n ∝ 1/D, which is your slow road. But if the barrier is supplied at the saddle alone, or equally at both ends, Q* = 0. The forward and backward rates across each bond are then equal, and a uniform density carries no flux although D varies. If more is supplied at the end site, Q* is negative. Knowing D(T) does not fix S.

Q: Then let the sample settle. Why should the flux vanish? A steady state requires only that the density stop changing.

A: Correct, and the boundary decides it. I assume a connected sample with walls that block vacancies, no generation or recombination, a steady temperature field, a dilute population of neutral vacancies, and S a function of T alone. In three dimensions

J = −D(∇n + nS∇T).

Define

Φ(T) = ∫ S dT,  so that ∇Φ = S∇T.

By the product rule,

∇(n e^Φ) = e^Φ(∇n + nS∇T).

With u = n e^Φ the flux becomes

J = −D e^(−Φ) ∇u.

In a steady state ∇·J = 0. Multiply by u and integrate over the sample, using u∇·J = ∇·(uJ) − J·∇u:

0 = ∮ uJ·dA − ∫ J·∇u dV = ∫ D e^(−Φ)|∇u|² dV.

The surface term vanishes because no vacancies cross the walls. The remaining integrand cannot be negative, so ∇u = 0 everywhere. Hence J = 0 and u is a constant C:

n(r) = C exp[−Φ(T(r))],  C = N / ∫ exp(−Φ) dV,

where N is the conserved number. The constant of integration in Φ is absorbed by C. The diffusivity has dropped out.

Q: And if the walls are not blocking?

A: Take a slab from x = 0 to L whose ends are held at densities n₀ and n_L by reservoirs. In one dimension a steady J is constant, and J e^Φ/D = −u′. Integrating,

J = (n₀e^(Φ₀) − n_L e^(Φ_L)) / ∫₀ᴸ (e^Φ/D) dx.

Let n₀ = n_L, let S be positive, and let x = 0 be the cold end. Then Φ₀ < Φ_L and J is negative: a steady stream runs towards the cold end. This state is steady but not flux-free, and here D does matter, since it sets the size of J.

Q: Your proof needs S∇T to be a gradient. What if the host material varies from place to place?

A: Then the result can fail, even if the energy of a vacancy is the same everywhere. (If that energy varies too, its gradient adds a further force, which I leave out.) Zero flux then requires ∇ln n = −S∇T. The curl of the left side is zero, and that of the right side is −∇S × ∇T. If S depends on T alone, ∇S is parallel to ∇T and there is no conflict. If S also varies along an isotherm, the fluxes cannot all vanish, and the steady state in a closed sample contains circulating currents.

With S a function of T alone, the shape of the sample does not matter. The law itself was tested on a closed square network of 16 × 16 sites at 500 K with two unequal hot spots, adding 200 K and 120 K at their centres. For a single barrier of 1.0 eV, the stationary density found from the hop rates agreed with exp(Q*/kT) to better than one part in 10⁶ at every site, both for Q* = 1.0 eV and for Q* = −0.3 eV. Such agreement is expected, since on every bond these rates balance exactly for a density proportional to exp(Q*/kT).

Q: Now show me where the sign enters.

A: Differentiate the profile with respect to temperature:

dn/dT = −S n.

Since n is positive, S > 0 makes the density fall as T rises, so vacancies accumulate in the cold. S < 0 makes them accumulate in the hot region. S = 0 leaves the density uniform. Two forms of S are useful. For constant S, Φ = ST and

n ∝ exp(−ST).

For constant Q*, ∫ Q*/(kT²) dT = −Q*/(kT), so

n ∝ exp(Q*/kT),

n_hot/n_cold = exp[(Q*/k)(1/T_hot − 1/T_cold)].

For a small difference ΔT = T_hot − T_cold, the bracket 1/T_hot − 1/T_cold tends to −ΔT/T². Both forms then give ln(n_hot/n_cold) ≈ −SΔT.

Q: What if S itself changes sign between the cold and the hot end?

A: Then neither end need be the place of accumulation. Near the crossing temperature T_m write S = s(T − T_m). Integration gives

n ∝ exp[−s(T − T_m)²/2].

If s > 0, vacancies hotter than T_m are driven towards the cold and colder ones towards the hot, so the density peaks on the isotherm T = T_m. If s < 0 it has a minimum there. The ratio between the two ends depends on the integral of S between them, not on its sign at one point.

Q: Put in numbers for a memory cell.

A: Take a disc of radius 30 nm, seen in cross-section through a filamentary oxide cell, with a prescribed hot spot

T(r) = 400 K + 400 K · exp[−(r/10 nm)²].

The centre is at 800 K and the rim at 400 K. Let E = 1.0 eV, a = 0.3 nm and ν = 10¹³ 1/s. I compare Q* = +0.3 eV, from parts (0.5, 0.3, 0.2) eV, with Q* = −0.3 eV, from (0.2, 0.3, 0.5) eV. The total barrier, and so D(T), is the same in both.

From |S| = 0.00967 1/K at 600 K,

|Q*|/k = |S|T² = 0.00967 × 600² ≈ 3480 K.

The difference of inverse temperatures is 1/800 − 1/400 = −0.00125 1/K. For Q* = −0.3 eV,

ln(n_core/n_rim) = (−3480)(−0.00125) = 4.35,  n_core/n_rim ≈ 78.

For Q* = +0.3 eV the exponent is −4.35 and the ratio is 0.013.

Q: Those are reciprocals. Are the two cases mirror images?

A: The ratios are, but the profiles are not, because the number of vacancies is conserved and the hot region is small. In units of the mean density, negative Q* gives 15.1 at the centre and 0.20 at the rim. Positive Q* gives 0.018 at the centre but only 1.41 at the rim, since the vacancies expelled from the core spread over a large cold area.

The circle of radius 10 nm covers (10/30)² = 11% of the disc. In the steady state it holds 70% of the vacancies for negative Q* and 0.7% for positive Q*.

Q: A write pulse lasts perhaps 100 ns. Does the cell ever reach that state?

A: Not within such a pulse, in this model. Start from a uniform density n₀. The Fickian term is zero at first, so the radial flux is −DSn₀ dT/dr. The number inside radius r, per unit length along the axis, changes at the rate

dN/dt = −2πrJ = 2πr D S n₀ dT/dr.

Here dT/dr < 0, so N grows if S < 0 and falls if S > 0. The sign of S therefore decides the first motion as well as the final state. The amount is another matter. With the hot spot held steady from t = 0, the density at the centre relative to the mean is:

After 100 ns: 1.004 for negative Q*, 0.996 for positive Q*.
After 10 µs: 1.22 and 0.81.
After 1 ms: 2.3 and 0.34.
After 1 s: 5.1 and 0.065.

The slowest relaxation times are about 200 s and 77 s respectively. The scale follows from diffusion over 10 nm = 10⁻⁶ cm. At the core D = 4.5 × 10⁻⁹ cm²/s, so

(10⁻⁶ cm)²/D ≈ 2 × 10⁻⁴ s.

At 400 K, D = 2.3 × 10⁻¹⁵ cm²/s, and the same estimate gives about 400 s. The core begins to respond within a fraction of a millisecond, but equilibration must wait for exchange with the cold surround. For negative Q* most of the enrichment is still missing after 1 s. D cancels from the final profile, yet it decides whether that profile is reached.

Q: A fifteenfold enrichment might also fill the available sites. Does the dilute law survive?

A: Let c be the fraction of sites occupied by vacancies. A hop from site i to site j now needs an empty target, and zero net flux on that bond requires, in mean field,

c_i(1 − c_j)w_ij = c_j(1 − c_i)w_ji.

The saddle terms cancel in the ratio of rates:

w_ij/w_ji = exp[(Q*/k)(1/T_j − 1/T_i)].

Hence c/(1 − c) = A exp(Q*/kT), with A fixed by the total number. The left side increases with c, so the sign rule is unchanged, while c cannot exceed one. For 5 × 10²² sites per cm³ and a mean fraction of 0.002, the mean density is 10²⁰ cm⁻³. With negative Q*, exclusion lowers the core fraction from 0.0302 to 0.0297, a change of about 2%.

Q: But oxygen vacancies are often charged. You have kept them neutral.

A: That assumption matters more. Let each vacancy carry charge +ze and let mobile electrons neutralise them, so n_e = zn. A field E (a vector here) acts on both species. With the Einstein relation between mobility and diffusivity, zero vacancy flux reads

∇ln n + S∇T − zeE/(kT) = 0.

For non-degenerate electrons with Soret coefficient S_e and no net current,

∇ln n + S_e∇T + eE/(kT) = 0,

where ∇ln n_e = ∇ln n because z is constant. Solve the second equation for eE/(kT) and insert it in the first:

∇ln n + S∇T + z(∇ln n + S_e∇T) = 0,

d ln n/dT = −(S + zS_e)/(1 + z).

The sign of S + zS_e now decides where vacancies accumulate. The electrons tend to spread out and pull the vacancies with them, which supplies the factor 1 + z. For z = 2 and S_e = 0, the ratio of 78 falls to 78^(1/3) ≈ 4.3. An electron coefficient of size 1/(2T) would change this by a factor of 1.26, up or down according to its sign. The coefficient depends on how the electrons scatter and can be several times larger: S_e = +5/(2T) would lower the ratio to about 1.3. In that case S + zS_e = −3480/T² + 5/T changes sign at about 696 K, so the density peaks on that isotherm rather than at the core.

Local neutrality is reasonable here: for a relative permittivity of 20, the Debye length of the vacancies alone, at 600 K and the mean density, comes out at about 0.4 nm. That is shorter than their mean spacing of about 2 nm, so the formula is only a rough guide, but both lengths are well below the 10 nm width of the hot spot.

Q: Are electrons at that density still non-degenerate?

A: Not if they have the free-electron mass. At 600 K their mean density is then 2.8 times the effective density of states of the band. That density of states grows as the mass to the power 3/2, so for carriers ten times heavier the ratio is about 0.09 and the non-degenerate result stands. I continue with the free-electron mass. Let η be their chemical potential measured from the band edge and divided by kT, and let g = dη/d(ln n_e) at fixed T. The term ∇ln n in the electron equation becomes g∇ln n, with all terms proportional to ∇T collected in S_e. The same elimination replaces 1 + z by 1 + zg. At the mean density g ≈ 1.9, so the divisor is about 4.9 instead of 3. If that value held everywhere and S_e were zero, the core-to-rim ratio would be exp(4.35/4.9) ≈ 2.4. This is a rough estimate, since g varies with density and temperature and S_e is in general not zero.

Q: Does the applied voltage not overwhelm all this anyway?

A: For charged vacancies it can, along its own direction. Equating the Soret and field terms for a single vacancy gives

ze|E| = |Q*||∇T|/T.

For z = 2 the largest value in the example is 0.083 MV/cm, whereas 1 V across 10 nm is 1 MV/cm. The applied field is axial and the Soret drive considered here is radial. For dilute vacancies in a uniform axial field, with T depending on r alone and blocking electrodes, the number per column, integrated along the axis, still follows exp(−Φ), because the axial flux drops out of that integral. The local densities do not. The term zeE/(kT) has a curl where T varies across the field, so no flux-free state exists. The vacancies crowd against one electrode in a layer of thickness about kT/(ze|E|), which varies with r, and the core-to-rim ratio at a given height is no longer 78. A tilt of the field by about 0.08 rad would give it a radial component as strong as the largest Soret drive.

Q: How close is the example to a real cell?

A: The temperatures, the voltage and the nanometre dimensions are in the rough range discussed for filamentary oxide cells. The barrier is a round value, and Q* is a chosen value whose sign I do not claim for any particular oxide. A conducting filament may also hold far more vacancies than the dilute population used here. Two assumptions are especially doubtful. With this barrier and core temperature a steady state is not reached in a short pulse: after 100 ns the core has changed by 0.4%, not fifteenfold. That figure is very sensitive to both: a barrier of 0.7 eV makes D at 800 K about 78 times larger, and the same pulse then changes the core by about 20%. With S_e = 0, full ionisation would cut the steady ratio from 78 to about 4, or lower with degenerate electrons.

Heat also escapes to the electrodes. If the temperature rise follows a half sine along the axis, falling to zero at blocking electrodes, the steady enrichment at the hottest point becomes 25 instead of 15 for negative Q*, relative to the mean density over the whole volume. More of the volume is cold and sparsely occupied, but the density ratio between points at 800 K and 400 K is still 78.

Q: Once the heat is off, does the accumulated pattern store the bit?

A: Only for a time. At uniform temperature the Soret term is zero and Fickian diffusion flattens the pattern. In a disc with a blocking rim, the slowest axially symmetric disturbance has the form J₀(qr), where J₀ is a Bessel function. Zero flux at the rim R requires J₀′(qR) = 0, whose first non-zero root is qR ≈ 3.83. Its decay time is

τ = 1/(Dq²) = R²/(3.83² D).

At 358 K (85 °C) this is 8.0 × 10³ s, or 2.2 hours. The enrichment at the core fades sooner, because narrower disturbances decay faster. For this barrier of 1.0 eV, and for dilute vacancies that do not bind to one another, even this time is much too short for a non-volatile memory. Ten years at 85 °C would need a barrier of about 1.3 eV, and in a real filament binding between vacancies, which this model leaves out, can also hold the pattern. With the other parameters fixed, a higher barrier lengthens this time, but it also slows the accumulation during heating. The numerical output below lists the full set of values.

Computed values

```
disc radius 30 nm, hot-spot width 10 nm
core 800 K, surround 400 K
steepest gradient 34.3 K/nm
barrier 1.0 eV, hop 0.3 nm, attempts 1e+13 1/s
barrier parts for Q*>0 (start, saddle, end): (0.5, 0.3, 0.2) eV
barrier parts for Q*<0 (start, saddle, end): (0.2, 0.3, 0.5) eV
heats of transport +0.3 and -0.3 eV
S at 600 K for Q*>0: +0.00967 1/K
S at 600 K for Q*<0: -0.00967 1/K
steady density / mean density:
 r= 0 nm T=800.0 K Q*>0: 0.0182 Q*<0: 15.1214
 r= 5 nm T=711.5 K Q*>0: 0.0312 Q*<0: 8.8019
 r=10 nm T=547.2 K Q*>0: 0.1356 Q*<0: 2.0241
 r=15 nm T=442.2 K Q*>0: 0.6145 Q*<0: 0.4468
 r=20 nm T=407.3 K Q*>0: 1.2050 Q*<0: 0.2279
 r=30 nm T=400.0 K Q*>0: 1.4076 Q*<0: 0.1950
core/rim density ratio, Q*>0: 0.01290
core/rim density ratio, Q*<0: 77.53
share inside 10 nm, uniform: 0.1111
share inside 10 nm, Q*>0: 0.0068
share inside 10 nm, Q*<0: 0.6987
D at core 4.51e-09 cm2/s
D at surround 2.26e-15 cm2/s
innermost-ring density / mean after heating from uniform:
 t=1e-07 s Q*>0: 0.9962 Q*<0: 1.0039
 t=1e-05 s Q*>0: 0.8139 Q*<0: 1.2186
 t=1e-03 s Q*>0: 0.3374 Q*<0: 2.2716
 t=1e+00 s Q*>0: 0.0648 Q*<0: 5.0929
slowest relaxation, Q*>0: 76.6 s
slowest relaxation, Q*<0: 201.4 s
neglected effects (Q*<0 unless stated):
site density 5e+22 cm-3, mean fraction 0.002
mean vacancy density 1.0e+20 cm-3
core site fraction, dilute law: 0.03024
core site fraction, with exclusion: 0.02970
core enrichment, axially uniform T: 15.12
core enrichment, axial half-sine T: 25.07
ionised vacancy charge +2 e
core/rim ratio if ionised, S_e=0: 4.26
factor on it if |S_e|=1/(2T): 1.26 up or down
relative permittivity 20
Debye length at 600 K: 0.38 nm
electrons / band density (free mass, 600 K): 2.82
degeneracy factor g: 1.93
exponent divisor 1+z*g: 4.85
field equal to peak Soret drive: 0.083 MV/cm
axial field, 1 V on 10 nm: 1.0 MV/cm
profile fade time at 358.15 K: 8.03e+03 s = 2.23 h
```
